# Why fast flow barely stirs the bottom of a deep trench

## 1. What symmetry fixes

A long trench has parallel walls at $x=\pm a$, so its width is $w=2a$. Liquid fills it, and a steady flow passes across its mouth. Let $s$ be the depth below the mouth. Far from both mouth and floor, the trench looks the same at every depth. If the flow there is slow enough for inertia to be dropped, its equations are also linear.

Shifting a solution downward then gives another solution, so we may look for basic solutions that a shift merely multiplies by a constant. These vary as $e^{-ks}$. The one available length is $a$, so $ka$ must be a pure number, independent of speed, viscosity and trench size.

If $ka$ is complex, the flow oscillates as it decays. A suitable shift then returns the same pattern, reversed and weakened by a fixed factor: a row of eddies. Symmetry cannot say whether $ka$ is complex, or how large the factor is. The walls decide both.

## 2. The viscous contribution

Take the flow as two-dimensional, incompressible and steady. With $y=-s$ pointing upward, define the stream function $\psi$ by

$$u=\frac{\partial\psi}{\partial y},\qquad v=-\frac{\partial\psi}{\partial x}.$$

Incompressibility then holds identically. Without inertia, pressure balances viscous force, $\nabla P=\mu\nabla^2\mathbf u$. The curl removes the pressure and leaves $\nabla^2\omega=0$ for the vorticity $\omega=\partial_xv-\partial_yu=-\nabla^2\psi$. Hence

$$\nabla^4\psi=0 .$$

No fluid crosses the walls, so $\psi$ is constant along them. The floor joins them, so the constant is the same on both and may be set to zero. No slip means $v=0$ at the walls. The conditions are

$$\psi=0,\qquad \frac{\partial\psi}{\partial x}=0\qquad\text{at }x=\pm a .$$

Insert $\psi=f(x)e^{-ks}$. Two depth derivatives give $k^2$, so each Laplacian acts on $f$ as $d^2/dx^2+k^2$:

$$\left(\frac{d^2}{dx^2}+k^2\right)^2f=0 .$$

For $k\neq0$ the solutions are $\cos kx$, $\sin kx$, $x\cos kx$ and $x\sin kx$.

Slow flow across a symmetric mouth selects the even ones. Mirror the flow in $x$ and then reverse all velocities: the driving is restored, and $u(x,s)$ has become $u(-x,s)$. The slow flow is unique, so $u$ and $\psi$ are even. We therefore write

$$f=A\cos kx+Bx\sin kx .$$

The condition $f(a)=0$ is met by $A=a\sin ka$, $B=-\cos ka$:

$$f=a\sin ka\,\cos kx-x\cos ka\,\sin kx .$$

Its slope is

$$f'=-ka\sin ka\,\sin kx-\cos ka\,\sin kx-kx\cos ka\,\cos kx .$$

At $x=a$ the first and last terms add to $-ka(\sin^2ka+\cos^2ka)=-ka$. The middle term is $-\tfrac12\sin2ka$. No slip therefore requires

$$\boxed{\sin 2ka+2ka=0.}$$

For real nonzero $z$, $|\sin z|<|z|$. No real decay rate can satisfy this equation: a flow of this form cannot die away without reversing.

## 3. Which mode reaches deepest

Write $2ka=\xi+i\eta$ with $\xi>0$. Roots come in conjugate pairs, so take $\eta>0$. The real and imaginary parts are

$$\sin\xi\cosh\eta=-\xi,\qquad \cos\xi\sinh\eta=-\eta .$$

Both $\sin\xi$ and $\cos\xi$ must be negative. Thus $\xi$ lies between $\pi$ and $3\pi/2$, or in one of the intervals displaced from this by multiples of $2\pi$. The leading root is

$$ka=p+iq,\qquad p=2.1062,\quad q=1.1254 .$$

To check it, $\xi=4.2124$ and $\eta=2.2507$ give $\sin\xi\cosh\eta=-0.8776\times4.800=-4.212$ and $\cos\xi\sinh\eta=-0.4794\times4.695=-2.251$.

Uneven driving would add odd modes, $f=a\cos ka\sin kx-x\sin ka\cos kx$. At the wall their slope is $ka-\tfrac12\sin2ka$, so they obey $\sin2ka=2ka$. Now $\sin\xi$ and $\cos\xi$ must both be positive.

The interval $0<\xi<\pi/2$ contains no root. There $\tan\xi>\xi$, so $\cosh\eta=\xi/\sin\xi<1/\cos\xi=\sinh\eta/\eta$. But $\tanh\eta<\eta$ demands the opposite inequality. The first odd root therefore has $\xi>2\pi$, or $\mathrm{Re}\,ka>\pi$, and decays faster than the leading even mode.

A direct eigenvalue calculation, using the equation for $f$ and its wall conditions but not these characteristic equations, gives the same two leading modes. The odd one has $ka=3.749+1.384i$.

## 4. From a complex rate to a row of eddies

Let the leading mode have complex amplitude $C$, set by the driving:

$$\psi(x,s)=\mathrm{Re}\left[Cf(x)e^{-(p+iq)s/a}\right].$$

Increase $s$ by $\pi a/q$. The exponential gains the factor

$$e^{-\pi p/q}e^{-i\pi}=-e^{-\pi p/q},$$

which is real and can be taken outside the real part. Therefore

$$\boxed{\psi\left(x,s+\frac{\pi a}{q}\right)=-e^{-\pi p/q}\psi(x,s).}$$

The minus sign reverses the circulation. The spacing is $\pi a/q=2.792a$, or 1.396 trench widths. The intensity ratio is

$$e^{\pi p/q}=e^{5.8797}=357.7 .$$

Successive eddies have the same size, so $\psi$, velocity and vorticity all fall by this factor at corresponding points. Kinetic energy density falls by its square, about 128,000.

The relation holds for the leading mode; the first eddy also contains faster-decaying modes. To see how much they matter, the full slow-flow equation was solved for shear flow over an open trench $12a$ deep. Extrapolation from two grids gave:

| Eddies compared | Strength ratio | Spacing$/a$ |
|---|---:|---:|
| 1 and 2 | 352.8 | 2.788 |
| 2 and 3 | 357.7 | 2.791 |
| 3 and 4 | 357.7 | 2.792 |

Strength here means the peak of $|\psi|$ on the centreline. The first pair is about 1.4% below the limiting ratio. Higher even modes would produce a departure that disappears with depth, as seen here, although their separate amplitudes were not extracted.

## 5. The contribution of wall friction

To isolate the role of no slip, keep the side walls impermeable but make them stress-free. The conditions become $f=f''=0$. For the even solution,

$$f''+k^2f=2kB\cos kx .$$

The left side vanishes at the wall, so $B\cos ka=0$. If $B=0$, then $f(a)=0$ gives $\cos ka=0$. If instead $\cos ka=0$, then $f(a)=Ba\sin ka=0$ gives $B=0$. Either way

$$ka=\frac{\pi}{2},\frac{3\pi}{2},\ldots$$

Every rate is real. Because the biharmonic operator contains the Laplacian twice, each rate also allows a solution with an extra factor $s$. The slowest part is

$$\psi=(A_0+B_0s)e^{-\pi s/2a}\cos\frac{\pi x}{2a},$$

which can change sign at most once with depth. The endless row has gone.

This was tested in a lid-driven cavity of depth $11a$, keeping the no-slip floor and the same lid motion. With no-slip side walls the centreline crosses four eddies; with stress-free side walls it crosses one.

Wall friction also makes the exponential decay steeper. Over one eddy spacing, the exponential for stress-free walls falls by 80.2, against 357.7 with no slip, a difference of about 4.5 times. Where the factor $A_0+B_0s$ grows in size with depth, it slows the stress-free decay further, and the two flows differ by more than this.

## 6. What a faster flow buys

In slow flow, doubling the driving doubles the velocity in every eddy. The ratio between eddies is untouched. The envelope of the velocity is proportional to $Ue^{-ps/a}$, where $U$ is the driving speed. Raising $U$ by a factor $F$ therefore moves a given envelope speed deeper by

$$\Delta s=\frac ap\ln F .$$

For $F=10$ this is $2.303a/2.106=1.09a$, just over half a trench width. Reach grows with the logarithm of speed. Gaining one whole eddy spacing requires $F=358$.

Inertia changes this estimate near the mouth. In an eddy of speed $u_n$, inertial forces are of order $\rho u_n^2/a$ and viscous forces of order $\mu u_n/a^2$. Their ratio is the local Reynolds number $u_na/\nu$, where $\nu=\mu/\rho$. It falls with the eddy speed, so a strongly inertial top eddy can still stand above slow ones.

The steady Navier–Stokes equation was solved in the same no-slip cavity, with Reynolds number based on lid speed and half-width. On this coarser grid the ratio of eddies 2 and 3 was 358.8 without inertia, and at Reynolds number 50 it was higher by only about 0.3%.

The strength of eddy 3 did not merely follow the lid speed. With width and viscosity fixed, raising the Reynolds number from 5 to 50 multiplied it by about 26 on this grid, and by about 28 on finer grids, rather than by 10. Most of the excess comes from a shift of the row: inertia in the top eddy moves the centre of eddy 3 upward by about $0.38a$, which by itself is worth $e^{0.38p}\approx2.2$. The envelope at a fixed depth therefore grows only about 12-fold, close to the slow-flow estimate. Either gain is far below the factor of 358 lost in one eddy. The result covers steady laminar flow in this range; it does not settle what an unsteady or turbulent mouth flow would do.

## 7. A water rinse in numbers

Consider a trench 5 µm wide and 30 µm deep, so $a=2.5$ µm and the depth is $12a$. Take an outer wall shear rate $\dot\gamma=10^4\ \mathrm{s^{-1}}$, kinematic viscosity $0.90\ \mathrm{mm^2/s}$ and solute diffusivity $D=1000\ \mathrm{\mu m^2/s}$. The speed scale is

$$\dot\gamma a=10^4\times2.5=25{,}000\ \mathrm{\mu m/s}.$$

At the centre of the mouth the calculated speed is about 4500 µm/s, or $0.18\dot\gamma a$. Below it, the cross-trench speed has these successive peaks on the centreline:

| Depth (µm) | Speed (µm/s) | $\mathrm{Pe}=uw/D$ |
|---:|---:|---:|
| 2.6 | 505 | 2.5 |
| 9.5 | 1.43 | $7.2\times10^{-3}$ |
| 16.5 | $4.0\times10^{-3}$ | $2.0\times10^{-5}$ |
| 23.5 | $1.1\times10^{-5}$ | $5.6\times10^{-8}$ |

The first fall is $505/1.43=353$, and the next is $1.43/0.0040=358$. From the mouth to 16.5 µm, the speed drops by a factor of about $4500/0.0040\approx1.1$ million.

The outer flow dips about 0.33 µm into the trench on the centreline. The first eddy occupies the region from there to 7.35 µm. In steady two-dimensional flow $\psi$ is constant along each particle path, so fluid does not cross the lines $\psi=0$ that separate the eddies. Even a vigorous eddy cannot carry solute into its neighbour without diffusion.

The floor ends the regular sequence. Along the centreline, $|\psi|$ has successive peaks at 1.47, 8.44, 15.43, 22.41 and 29.15 µm. The first four are eddy centres. The last is a saddle between two corner eddies that have merged below the fourth eddy. It lies 6.74 µm below the fourth centre instead of 6.98 µm, because the floor leaves no room for another full eddy. Satisfying the floor conditions requires modes that decay upward. At a distance $d$ above the floor, their size relative to the downward mode is of order $e^{-2pd/a}$. At the fourth centre, $d=7.59$ µm and this factor is about $3\times10^{-6}$. The floor therefore barely affects the flow around the fourth centre. Closer to the floor the correction is no longer small: on the centreline the fourth eddy ends at 28.73 µm, whereas the regular spacing would put its lower edge at 28.30 µm.

For the first eddy, halving the grid spacing changed the strength by 0.4%, and enlarging the outer flow region changed it by 0.9%. These figures do not bound the errors in the speeds. With finer grids and a much larger outer region the mouth speed rises by about 3%, to about 4640 µm/s, and the tabulated peaks rise by about 2%, while the ratios and positions hardly move. The speeds should be read as good to about two digits at best.

## 8. Diffusion does the rinsing

The Péclet number compares the diffusion time across the trench, $w^2/D$, with the transit time $w/u$. At the second speed peak these are

$$\frac{25}{1000}=0.025\ \mathrm s,\qquad \frac{5}{1.43}=3.5\ \mathrm s .$$

Diffusion evens out the concentration long before the liquid crosses the trench. Weak stirring does not mean that solute stays there indefinitely.

Neglect the eddies and let concentration $c$ obey $\partial_tc=D\,\partial_s^2c$. A clean mouth gives $c=0$ at $s=0$, and a sealed floor gives $\partial_sc=0$ at $s=H$. The slowest shape is $\sin(\pi s/2H)$, whose second derivative supplies the factor $-\pi^2/(4H^2)$. It decays as $e^{-t/\tau}$ with

$$\tau=\frac{4H^2}{\pi^2D}
=\frac{4\times30^2}{\pi^2\times1000}
=0.365\ \mathrm s .$$

A thousandfold fall of this slowest part takes $\tau\ln1000\approx2.5$ s. The clean mouth is an idealisation, and this $\tau$ is not an upper bound: solute must also be carried off above the mouth. With the slow flow and the outer liquid included, the decay time is about 0.37 s at the chosen shear rate, about 0.41 s at a tenth of it and about 0.29 s at ten times it.

For an idealised limit of strong flow, suppose the top eddy is kept entirely clean down to 7.35 µm. Diffusion then acts over 22.65 µm, and $\tau$ becomes $0.365(22.65/30)^2=0.21$ s. The actual first eddy is not that well flushed: its return flow has a Péclet number of only about 2.5, and solute must still diffuse across its closed streamlines to leave. Even perfect flushing of this eddy would leave a diffusion-limited region below.

## 9. Small effects that outlive the eddies

When the predicted speed becomes tiny, weak effects must be compared with that speed, not with the speed at the mouth.

**Flow along the trench.** Without a pressure gradient along the trench, a velocity $W(x,s)$ in that direction obeys $\nabla^2W=0$, with $W=0$ at the walls. Its slowest mode is $\cos(\pi x/2a)e^{-\pi s/2a}$. It has no reversals and falls by 80.2 per eddy spacing. If one tenth of the shear points along the trench and the mode's prefactor is taken as one, the speed scale at 16.5 µm is 0.078 µm/s. For a deep trench with flat lips the prefactor is in fact $4/(\pi e)\approx0.47$, which lowers the speed to about 0.036 µm/s. That is still well above the cross-trench peak of 0.0040 µm/s there. A pressure gradient along the trench would drive a part that does not decay with depth.

**Buoyancy.** Balancing $g\Delta\rho$ against $\mu u/a^2$ gives $u\sim g(\Delta\rho/\rho)a^2/\nu$. A 1% density contrast gives 0.68 µm/s, but this scale overstates the speed. If the density varies linearly from wall to wall and there is no net flow, solving the force balance with no slip gives a peak of $1/(18\sqrt3)$ times the scale, or about 0.022 µm/s. That is still about five times the third speed peak. Diffusion removes such a contrast within milliseconds unless something maintains it, and dense liquid lying evenly below lighter liquid can remain at rest. Even the full scale of 0.68 µm/s has a Péclet number of only 0.0034, so diffusion still dominates locally.

**Inertia, slip and time dependence.** The Reynolds number $\dot\gamma a^2/\nu$ is 0.069. A wall slip length of 10 nm changes the intensity ratio only from 357.7 to 357.9. The viscous time $a^2/\nu$ is 6.9 µs, so the steady result needs driving that changes slowly compared with this. Agitation near 1 MHz has a period of about 1 µs and falls outside it.

The dimensions and shear rate are rough values chosen to represent a narrow etched trench under a brisk rinse. Real trenches may have tapered walls, finite length or trapped gas, and the outer flow need not run squarely across them. For the assumed 10% misalignment, the speed at 16.5 µm rises from 0.004 to about 0.04 µm/s, yet its Péclet number is still only about $2\times10^{-4}$. Trapped gas is a different problem: it can block the diffusion path and replace a no-slip boundary by a nearly stress-free one.

For a fully wetted trench in this regime, and a solute that does not stick to the walls, faster steady flow mainly refreshes the mouth and the first eddy. Below that, rinsing time is governed by diffusion and grows as the square of the remaining depth. The numerical output below gives most of the values used here.

## Calculated quantities

```
Leading even mode: p = 2.10620, q = 1.12536 (k times half-width)
Leading odd mode: 3.74884 + 1.38434 i
Eddy spacing: 2.7916 half-widths = 1.3958 widths
Intensity ratio exp(pi p/q): 357.70
Open trench, extrapolated from two grids:
  eddy 1 to 2: ratio 352.8, spacing 2.788 half-widths
  eddy 2 to 3: ratio 357.7, spacing 2.791 half-widths
  eddy 3 to 4: ratio 357.7, spacing 2.792 half-widths
First-eddy strength, change with grid: 0.4 %
First-eddy strength, change with outer box: 0.9 %
Lid-driven cavity, depth 11 half-widths, coarser grid:
  ratio of eddies 2 and 3, no inertia: 358.8
  the same at Reynolds number 50: 359.4
  eddy 3 gain for lid 10x faster (Re 5 to 50): 25.95
  centreline eddies, no-slip walls: 4
  centreline eddies, stress-free side walls: 1
Example: width 5.0 um, depth 30.0 um, shear rate 10000 1/s
Kinematic viscosity 0.90 mm2/s, diffusivity 1000 um2/s
Eddy spacing: 6.98 um
Speed scale shear*half-width: 25000 um/s
Speed at mouth centre: 4493 um/s, Peclet 22.5
Centreline eddy centres (um): 1.47, 8.44, 15.43, 22.41, 29.15
Centreline zeros of psi (um): 0.33, 7.35, 14.34, 21.32, 28.73
Peaks of cross-trench speed below the mouth flow:
  depth 2.58 um: 5.05e+02 um/s, Peclet 2.5e+00
  depth 9.54 um: 1.43e+00 um/s, Peclet 7.2e-03
  depth 16.52 um: 4.00e-03 um/s, Peclet 2.0e-05
  depth 23.50 um: 1.12e-05 um/s, Peclet 5.6e-08
Slowest diffusive rinse time: 0.365 s
Reynolds number shear*a^2/viscosity: 0.069
Viscous time a^2/viscosity: 6.94 us
Ratio with wall slip length 10 nm: 357.9
Buoyant speed scale, 1 % density contrast: 0.68 um/s
Along-trench flow: fall per eddy spacing 80.2
Along-trench speed scale, 10 % of shear, at 16.52 um: 7.77e-02 um/s
```
